\section*{Scaling of island-size distributions when the mean size sets the scale}

Island-size distributions from different growth runs can differ in both mean size and height. In the growth model worked out below, one run ends with islands of 38 atoms on average and another with 233. The density of islands of mean size is $2.4\times10^{-5}$ per lattice site in the first and $1.1\times10^{-6}$ in the second, a factor of 22 lower. The raw numbers do not say whether the growth mechanism has changed or whether the same distribution has merely been stretched. Stretching the size axis is not enough to decide, because the height of the curve must be rescaled too, and the factor for the height is not free: conservation of atoms fixes it.

Let $N_s$ be the number of islands of $s$ atoms per lattice site, with $N_1$ the density of single adatoms. An island has at least two atoms. The coverage $\theta$, the island density $N$ and the mean island size $S$ are
\begin{equation}
\theta=\sum_{s\ge1}sN_s,\qquad N=\sum_{s\ge2}N_s,\qquad S=\frac{1}{N}\sum_{s\ge2}sN_s .
\end{equation}
These quantities are dimensionless. A density per area is $N_s/a^2$, with the lattice constant $a$ in bohr in atomic units; numbers below are in angstrom and eV. Removing the adatoms from the coverage gives, with no approximation,
\begin{equation}
NS=\theta-N_1 .
\label{exact}
\end{equation}

The hypothesis that $S$ is the sole size scale means that, for large $S$,
\begin{equation}
N_s=A\,g(s/S),
\label{hyp}
\end{equation}
where $g$ is a fixed function and the amplitude $A$ may depend on the growth conditions but not on $s$. Write $u=s/S$ and $m_k=\int_0^\infty u^k g(u)\,du$. Neighbouring sizes differ by $\Delta u=1/S$, so a sum over $s$ becomes $S$ times an integral over $u$:
\begin{align}
N&=A\sum_{s\ge2}g(s/S)\simeq A S\,m_0,\\
\theta-N_1&=A\,S\sum_{s\ge2}\frac{s}{S}\,g(s/S)\simeq A S^2 m_1 .
\label{mass}
\end{align}
The replacement has a price. Each integer $s$ stands for the interval from $s-\tfrac12$ to $s+\tfrac12$, so the sums leave out $0<u<3/(2S)$. If $g$ is finite at the origin, the missing part of $m_0$ is about $3g(0)/(2S)$, which vanishes as $S$ grows. If $g\sim u^{-p}$ near the origin with $0<p<1$, it is of order $S^{p-1}$, which also vanishes. For $p\ge1$ the integral $m_0$ diverges and the replacement fails. The tail must also fall fast enough for $m_1$ to exist.

Inserting both sums into (\ref{exact}) gives $AS^2m_0=AS^2m_1$, hence $m_0=m_1$: the definition of $S$ as the mean forces the two moments to agree. Equation (\ref{mass}) then fixes the amplitude, $A=(\theta-N_1)/(S^2m_1)$. With $f=g/m_1$,
\begin{equation}
N_s=\frac{\theta-N_1}{S^2}\,f\!\left(\frac sS\right),\qquad
\int_0^\infty f\,du=\frac{m_0}{m_1}=1,\qquad
\int_0^\infty uf\,du=\frac{m_1}{m_1}=1 .
\end{equation}
When adatoms hold a negligible part of the coverage, $N_1\ll\theta$, this becomes
\begin{equation}
N_s=\frac{\theta}{S^2}\,f\!\left(\frac sS\right).
\label{law}
\end{equation}

One power of $S$ in the denominator arises because a given coverage makes fewer islands when they are larger, $N=\theta/S$. The other arises because those islands are spread over a range of sizes proportional to $S$. Dividing (\ref{law}) by $N$ gives $SN_s/N=f(u)$, so $f$ is the probability density of the relative size $u$. Its first integral says that every island has some size, its second that the mean relative size is one.

The two integrals do not determine $f$. Both $e^{-u}$ and $4u\,e^{-2u}$ satisfy them, though the first is largest at zero size and the second vanishes there. The shape must come from the growth mechanism. Nor does the argument forbid $f$ from depending on dimensionless parameters such as $\theta$. Collapse of data taken at different coverages is therefore a further property, to be established separately.

The choice of average matters. Suppose sizes are scaled by the weight average $S_w=\sum s^2N_s/\sum sN_s$, with sums over islands, and put $r=S_w/S=\int u^2f\,du$. Writing (\ref{law}) as $N_s=(\theta/S_w^2)f_w(s/S_w)$ requires $f_w(v)=r^2f(rv)$. Substituting $u=rv$,
\begin{equation}
\int_0^\infty f_w\,dv=r,\qquad \int_0^\infty vf_w\,dv=1,\qquad \int_0^\infty v^2f_w\,dv=\frac1r\int_0^\infty u^2f\,du=1 .
\end{equation}
The prefactor keeps its form, but the zeroth moment is no longer one unless all islands have the same size.

The condition on small islands can fail in an instructive way. Take $N_s=B\,s^{-3/2}e^{-s/L}$ with a large cutoff $L$. Apart from its amplitude this depends on $s/L$ alone, yet $p=3/2$ and the number of islands is dominated by the smallest ones: $N\simeq Bc$ with $c=\sum_{s\ge2}s^{-3/2}$. The higher sums are dominated by large $s$ and may be integrated, which gives
\begin{equation}
S\simeq\frac{\sqrt{\pi L}}{c},\qquad
\langle s^2\rangle\simeq\frac{\sqrt\pi\,L^{3/2}}{2c},\qquad
\frac{\langle s^2\rangle}{S^2}\simeq\frac{c\,L^{1/2}}{2\sqrt\pi}.
\end{equation}
If (\ref{law}) held with a fixed $f$ of finite second moment, the last ratio would be constant. Direct summation gives 45.8 at $L=10^4$ and 144 at $L=10^5$, a growth exponent of 0.498. The mean lies between two scales, one atom and $L$, and represents neither.

A solvable model shows how the one-scale form can arise from growth kinetics. Atoms arrive at a flux $F$ per site and diffuse with coefficient $D$, measured in sites per unit time. Two adatoms that meet form a stable dimer, and islands neither dissolve, move nor merge. Islands are treated as points, so every arriving atom starts as an adatom. In mean field all islands, and adatoms themselves, capture adatoms with the same capture number $\sigma$. With $\theta=Ft$ as the time variable and $R=\sigma D/F$,
\begin{align}
\frac{dN_1}{d\theta}&=1-2RN_1^2-RN_1N,\label{adatom}\\
\frac{dN_s}{d\theta}&=RN_1\,(N_{s-1}-N_s),\qquad s\ge2 .
\label{islands}
\end{align}
The factor 2 counts the two adatoms used by each dimer. Summing (\ref{islands}) over $s\ge2$, neighbouring terms cancel and $dN/d\theta=RN_1^2$: only dimer formation creates islands.

After the initial transient, capture by islands balances deposition, so (\ref{adatom}) reduces to $1=RN_1N$. Then
\begin{equation}
N_1=\frac1{RN},\qquad \frac{dN}{d\theta}=\frac1{RN^2},\qquad N=\left(\frac{3\theta}{R}\right)^{1/3},
\end{equation}
where the integration constant left by the transient is negligible at late times. With $S=\theta/N$,
\begin{equation}
S=\theta^{2/3}\left(\frac R3\right)^{1/3},\qquad RN^2=\frac{3\theta}{N}=3S .
\label{meansize}
\end{equation}
The second relation lets the neglected terms be checked. The dimer term is $2RN_1^2=2/(RN^2)=2/(3S)$ compared with one. Since $N_1\propto\theta^{-1/3}$, the derivative has magnitude $N_1/(3\theta)$, and $N_1/\theta=1/(RN\theta)=1/(3S^2)$. Both are small when $S\gg1$, and so is the adatom share of the coverage.

The size distribution follows from a change of clock. Define $d\tau=RN_1\,d\theta$, the mean number of atoms an island captures during $d\theta$. With $N_1=1/(RN)$ and $d\theta=RN^2dN$,
\begin{equation}
d\tau=\frac{d\theta}{N}=RN\,dN,\qquad \tau=\frac{RN^2}{2}=\frac{3S}{2}.
\end{equation}
An island born at $\tau'$ has captured $\tau-\tau'$ atoms on average, so to leading order its size is $\tau-\tau'$. Since $N\propto\tau^{1/2}$, the fraction of islands born before $\tau'$ is $(\tau'/\tau)^{1/2}$. An island exceeds $uS$ if it was born before $\tau'=\tau-uS$, and $uS/\tau=2u/3$. Therefore
\begin{equation}
P(s>uS)=\left(1-\frac{2u}{3}\right)^{1/2},\qquad
f(u)=-\frac{dP}{du}=\frac13\left(1-\frac{2u}{3}\right)^{-1/2},\qquad 0<u<\frac32 .
\label{f}
\end{equation}

The moments are easiest in the variable $x=P$. It runs from 0 to 1, with $f\,du=-dx$ and $u=\tfrac32(1-x^2)$:
\begin{align}
\int f\,du&=\int_0^1dx=1,\qquad
\int uf\,du=\frac32\left(1-\frac13\right)=1,\\
\int u^2f\,du&=\frac94\left(1-\frac23+\frac15\right)=\frac65 .
\end{align}
The last value is the predicted $S_w/S$.

The prefactor can be confirmed without using probabilities. In the new clock (\ref{islands}) reads $dN_s/d\tau=N_{s-1}-N_s$, which for slowly varying $N_s$ carries the adatom density up the size axis at unit speed: $N_s(\tau)\simeq N_1(\tau-s)$. Since $N_1\propto1/N\propto\tau^{-1/2}$,
\begin{equation}
N_s\simeq\frac1{RN}\left(1-\frac s\tau\right)^{-1/2}
=\frac{\theta}{3S^2}\left(1-\frac{2s}{3S}\right)^{-1/2},
\end{equation}
because $1/(RN)=N/(3S)=\theta/(3S^2)$. This is (\ref{law}) with (\ref{f}). It also explains the value $f(0)=1/3$: islands much smaller than the mean are recent, and the density at each such size is close to the present adatom density. Larger islands were born when adatoms were more plentiful, so $f$ rises with $u$.

The divergence at $u=3/2$ belongs to the limit $S\to\infty$. Captures are random events, and an island of age $\tau-\tau'$ has a Poisson spread of variance $\tau-\tau'$. For the oldest islands the standard deviation is about $\sqrt{3S/2}$ atoms, or $\sqrt{3/(2S)}$ in $u$, which is 0.08 at $S=233$. The edge is rounded over about this width, so the comparisons at chosen values of $u$ below stop at $u=1$.

For numbers, take a square lattice with $a=3$ angstrom, a diffusion barrier $E=0.5$ eV and a ratio $\nu/F=10^{15}$ of attempt rate to flux. Here $\nu e^{-E/kT}$ is the total hop rate, so $D=\nu e^{-E/kT}/4$ in sites. With the illustrative common value $\sigma=4$, $R=(\nu/F)e^{-E/kT}$. At $kT=0.040$ eV, $R=10^{15}e^{-12.5}=3.73\times10^9$. At $\theta=0.10$, (\ref{meansize}) gives
\begin{equation}
S=(0.10)^{2/3}\left(\frac{3.73\times10^9}{3}\right)^{1/3}=231.6 ,
\end{equation}
while numerical integration of (\ref{adatom}) and (\ref{islands}) for all sizes gives 232.9. Across the six cases computed, with $kT$ of 0.030, 0.035 and 0.040 eV and $\theta$ of 0.05 and 0.10, the difference stays between 1.2 and 1.3 atoms.

This offset comes from the neglected dimer term. Keeping it to first order, $N_1\simeq(RN)^{-1}[1-2/(RN^2)]$, so $d\theta/dN=1/(RN_1^2)\simeq RN^2+4$ and $\theta\simeq RN^3/3+4N$. Hence $S\simeq\theta/N=RN^2/3+4$, whereas the formula in (\ref{meansize}), evaluated at this $\theta$, gives
\begin{equation}
\frac{RN^2}{3}\left(1+\frac{12}{RN^2}\right)^{2/3}\simeq\frac{RN^2}{3}+\frac83 .
\end{equation}
The leading offset is $4-\tfrac83=\tfrac43$ atoms, towards which the computed differences rise.

The island density in this case is $N=0.10/232.9=4.29\times10^{-4}$ per site. Division by $a^2=9$ square angstrom gives $4.77\times10^{-5}$ angstrom$^{-2}$, or $1.34\times10^{-5}$ bohr$^{-2}$, with a mean spacing $a/\sqrt N$ of 145 angstrom. For $s=233$, (\ref{law}) predicts
\begin{equation}
N_{233}=\frac{0.10}{(232.9)^2}\times0.578=1.07\times10^{-6}
\end{equation}
per site, and the rate equations give $1.09\times10^{-6}$, about 2\% more than the prediction.

The collapse can now be judged. Between the smallest and largest mean sizes, $N_s$ near $s=S$ falls by the factor of 22 met at the start, while $S^2N_s/\theta$ changes from 0.672 to 0.591; the predicted limit is $f(1)=0.577$. At fixed $kT=0.035$ eV, doubling the coverage from 0.05 to 0.10 raises $S$ from 82 to 129 but changes the scaled density near $u=\tfrac12$ only from 0.425 to 0.418, against a limit of 0.408. Here $f$ contains no $\theta$, so data at different coverages do collapse.

A comparison of cumulative fractions avoids rounding $uS$ to an integer. At $u=0.25$, 0.5, 0.75 and 1 the largest absolute error falls from 0.027 at $S=38$ to 0.0044 at $S=233$. Its product with $S$ lies between 1.01 and 1.04 in all six cases, so for $u\le1$ the error falls as $1/S$. Near the edge convergence is much slower. By (\ref{f}) the fraction of islands within a width $\delta$ of $u=3/2$ scales as $\delta^{1/2}$, and $\delta\propto S^{-1/2}$, so the cumulative error there falls only as $S^{-1/4}$: it is about 0.14 at $S=38$ and still about 0.10 at $S=233$. The ratio $S_w/S$ falls from 1.214 to 1.203, towards $6/5$.

The law fails early in growth. Setting $\theta=R^{-1/2}t$ and $N_s=R^{-1/2}n_s$ removes $R$ from the rate equations, so at $\theta=R^{-1/2}$ every run is in the same state. There $NS/\theta=0.392$ at all three thermal energies: adatoms hold 61\% of the coverage, so using $\theta$ in place of $\theta-N_1$ would overstate the number of atoms in islands by a factor of 2.6. The mean island there has only about two atoms, so the continuous scaling form does not apply with either prefactor.

On real surfaces, barriers of a few tenths of an eV and $\nu/F$ near $10^{15}$ are common orders of magnitude for metal epitaxy. At the higher temperatures the stable dimer is an insecure assumption. Let a dimer with bond energy $E_b$ break at the rate $\nu e^{-(E+E_b)/kT}$, while larger islands stay intact. Per unit coverage it breaks at the rate $Re^{-E_b/kT}$ and captures a third atom at the rate $RN_1=1/N$. The ratio of the two is $q=RN\,e^{-E_b/kT}$, and only a fraction $1/(1+q)$ of dimers survives. At $kT=0.040$ eV and $\theta=0.10$, $RN=1.6\times10^6$, so $q=1$ at $E_b=0.57$ eV. With a weaker bond, most dimers break before they capture a third atom. With survival included, $d\theta/dN=RN^2(1+q)$. If $x$ is the factor by which the island density changes and $q_0$ is $q$ at the original density, integration gives
\begin{equation}
x^3+\tfrac34q_0x^4=1 .
\end{equation}
A bond of 0.47 eV has $q_0\simeq13$ and $x\simeq0.55$, so the mean size would be about 1.8 times larger. These figures depend on the assumed break-up rate. A square lattice has two dimer orientations per site, so detailed balance, $N_2=2N_1^2e^{E_b/kT}$, with formation at the rate $RN_1^2$ halves the break-up rate; then $q=1$ at 0.54 eV and the factor for a 0.47 eV bond is about 1.6. On the other hand, an end atom of a trimer is also held by a single bond, so trimers break as well, and including them with detailed-balance rates raises the factor to about 2. The capture number is uncertain too. Since $S\propto R^{1/3}$, doubling the common value $\sigma$ raises $S$ by 26\%. If only the value for islands doubles, $N_1\propto1/(\sigma N)$ and $dN/d\theta\propto N_1^2$ give $S\propto\sigma^{2/3}$, a rise of about 59\% to leading order.

The shape of $f$ also depends on the mean-field assumption. Real islands compete for adatoms with their neighbours, and an island with a large empty area around it grows faster. Measured distributions of compact islands commonly show a broad maximum near the mean size, not the rise to an edge at $u=3/2$ found here. Such correlations change $f$, but as long as the mean remains the sole size scale and adatoms are scarce, the prefactor $\theta/S^2$ and the two unit integrals stand. The values for all six cases are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant = 3.0 angstrom
diffusion barrier = 0.50 eV
attempt rate / flux = 1.0e+15 (dimensionless)
moments 0,1,2 of f = 1.00000, 1.00000, 1.20000 (dimensionless)
kT = 0.030 eV: R = 5.7777e+07 (dimensionless)
  early theta = 1.316e-04 ML: N S/theta = 0.392 (dimensionless)
  theta = 0.05 ML: S = 37.63 atoms, late-time formula 36.38 atoms
    N = 1.3285e-03 per site, N_1/theta = 2.56e-04, S_w/S = 1.2136
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3927, 0.4454, 0.5182, 0.6718
    largest cumulative error = 0.02708 (dimensionless)
  theta = 0.10 ML: S = 59.01 atoms, late-time formula 57.75 atoms
    N = 1.6945e-03 per site, N_1/theta = 1.01e-04, S_w/S = 1.2095
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3845, 0.4330, 0.5007, 0.6319
    largest cumulative error = 0.01723 (dimensionless)
kT = 0.035 eV: R = 6.2487e+08 (dimensionless)
  early theta = 4.000e-05 ML: N S/theta = 0.392 (dimensionless)
  theta = 0.05 ML: S = 81.72 atoms, late-time formula 80.45 atoms
    N = 6.1183e-04 per site, N_1/theta = 5.19e-05, S_w/S = 1.2071
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3778, 0.4251, 0.4924, 0.6182
    largest cumulative error = 0.01243 (dimensionless)
  theta = 0.10 ML: S = 128.99 atoms, late-time formula 127.71 atoms
    N = 7.7526e-04 per site, N_1/theta = 2.05e-05, S_w/S = 1.2048
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3735, 0.4179, 0.4862, 0.6012
    largest cumulative error = 0.00792 (dimensionless)
kT = 0.040 eV: R = 3.7267e+09 (dimensionless)
  early theta = 1.638e-05 ML: N S/theta = 0.392 (dimensionless)
  theta = 0.05 ML: S = 147.18 atoms, late-time formula 145.90 atoms
    N = 3.3972e-04 per site, N_1/theta = 1.57e-05, S_w/S = 1.2042
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3729, 0.4181, 0.4829, 0.5974
    largest cumulative error = 0.00695 (dimensionless)
  theta = 0.10 ML: S = 232.89 atoms, late-time formula 231.60 atoms
    N = 4.2939e-04 per site, N_1/theta = 6.23e-06, S_w/S = 1.2028
    S^2 N_s/theta near u=0.25,0.5,0.75,1: 0.3698, 0.4137, 0.4797, 0.5907
    largest cumulative error = 0.00443 (dimensionless)
f(u) at u=0.25,0.5,0.75,1: 0.3651, 0.4082, 0.4714, 0.5774
predicted fraction below these u: 0.0871, 0.1835, 0.2929, 0.4226
main case: kT = 0.040 eV, theta = 0.10 ML
  computed fraction below these u: 0.0861, 0.1838, 0.2948, 0.4271
  N_s at s = 233 atoms: rate equations 1.0892e-06 per site
  N_s at s = 233 atoms: scaling law 1.0650e-06 per site
  island density = 4.7710e-05 angstrom^-2
  island density = 1.3360e-05 bohr^-2
  mean spacing N^(-1/2) a = 144.8 angstrom
two-scale case L = 1e+04 atoms: S = 110.82 atoms, <s^2>/S^2 = 45.75
two-scale case L = 1e+05 atoms: S = 348.52 atoms, <s^2>/S^2 = 144.10
two-scale growth exponent of <s^2>/S^2 = 0.4982
\end{verbatim}
